# Why plain elastic bands miss saddles, and how force projection helps

**Question.** A chain of images joined by springs is stretched between two minima of a potential energy surface and relaxed. Why does it cut the corners of the reaction path and slide off the saddle, and why does projecting the spring and potential forces separately remove both faults?

## The band and the path it should find

Let $\mathbf R_0,\dots,\mathbf R_N$ be points in configuration space. The end images are fixed at two minima; the others move. Neighbours are joined by springs of force constant $k$ and zero natural length. The plain band minimises

$$S=\sum_i V(\mathbf R_i)+\frac k2\sum_i|\mathbf R_{i+1}-\mathbf R_i|^2 .$$

The target is the minimum-energy path: a curve through the saddle along which $\nabla V$ is everywhere parallel to the tangent. Lengths and angles are measured here in Cartesian coordinates of equal weight.

Image $i$ belongs to two springs. Differentiating their energies gives

$$\frac{\partial S}{\partial\mathbf R_i}=\nabla V(\mathbf R_i)+k(\mathbf R_i-\mathbf R_{i-1})-k(\mathbf R_{i+1}-\mathbf R_i).$$

Setting this to zero gives the balance

$$\nabla V(\mathbf R_i)=k(\mathbf R_{i+1}-2\mathbf R_i+\mathbf R_{i-1}). \tag{1}$$

On the target path the left side has no component normal to the path. The right side does have one wherever the chain bends, because two taut springs meeting at an angle pull their common image towards the inside of the bend. That pull causes corner cutting.

Along the path, the potential pushes images downhill from the saddle. They stop only when the springs on their uphill side are stretched enough to hold them. The springs near the saddle are therefore long, and images are scarce there. This is the sliding.

## Splitting the balance into two directions

Suppose the band is smooth, so that the image index can be treated as a continuous variable $u$. Let $s$ be arc length, $\ell=ds/du$ the spacing, $\boldsymbol\tau$ the unit tangent, $\kappa$ the curvature and $\mathbf n$ the unit normal pointing to the inside of the bend. Then $d\mathbf R/du=\ell\boldsymbol\tau$. A second differentiation, using $d\boldsymbol\tau/ds=\kappa\mathbf n$, gives

$$\frac{d^2\mathbf R}{du^2}=\frac{d\ell}{du}\boldsymbol\tau+\ell\frac{d\boldsymbol\tau}{du}
=\ell\frac{d\ell}{ds}\boldsymbol\tau+\ell^2\kappa\,\mathbf n .$$

To leading order this is the second difference in (1).

**Normal direction.** The component of (1) along $\mathbf n$ is $\nabla V\cdot\mathbf n=k\ell^2\kappa$. Let the valley have transverse force constant $K$, and let the image sit a distance $d$ inside the valley floor. The transverse energy is $Kd^2/2$, so the gradient component is $Kd$, and

$$d\simeq\frac{k\ell^2\kappa}{K}. \tag{2}$$

This is a leading-order result for a stiff valley, where the displaced band has nearly the curvature of the path itself. The shift vanishes on a straight path. Where it does not vanish, it raises the image energy by $Kd^2/2$ above the floor.

**Tangential direction.** The component along $\boldsymbol\tau$ is

$$\frac{dV}{ds}=k\ell\frac{d\ell}{ds}=\frac{d}{ds}\left(\frac{k\ell^2}{2}\right),
\qquad\text{so}\qquad \frac{k\ell^2}{2}-V=\text{constant}. \tag{3}$$

This has the form of energy conservation for a particle of mass $k$ moving in the inverted potential $-V$, with $u$ as time and $\ell$ as speed. The particle is fastest where $V$ is highest. The images, placed at equal intervals of $u$, are therefore farthest apart at the saddle.

## Why adjusting the spring constant does not help

Take two minima of zero energy and a barrier $B$. Neglecting the small transverse energy at the top, (3) gives

$$k\ell_{\rm top}^2=2B+k\ell_{\rm end}^2\ge2B .$$

Inserting this in (2) gives an approximate lower limit for an image at the top of a smooth band:

$$d\gtrsim\frac{2B\kappa}{K}. \tag{4}$$

The spring constant has dropped out. A weaker spring is stretched further by the same potential force, and the product $k\ell_{\rm top}^2$ cannot fall below $2B$. Adding images at fixed $k$ does not bring the top image onto the path either.

The limit (4) assumes a smooth band. Very weak springs can break that assumption, but if they are too weak they cannot hold an image at the saddle. Move one image by a small distance $\delta$ along any direction, with its neighbours fixed. The second-order change of $S$ is

$$\frac12V''\delta^2+2\cdot\frac k2\delta^2=\frac12(V''+2k)\delta^2,$$

where $V''$ is the second derivative in that direction. At a minimum of $S$ this cannot be negative. An image therefore cannot rest at a saddle whose downward curvature exceeds $2k$. The condition is necessary, not sufficient: moving several neighbouring images together stretches the springs less, so a band can lose its top image even when $2k$ is well above the downward curvature.

## What projection changes

Estimate the tangent at image $i$ as the unit vector $\boldsymbol\tau_i$ along $\mathbf R_{i+1}-\mathbf R_{i-1}$. Keep the part of the potential force normal to it and the part of the spring force along it:

$$\mathbf F_i=-\big[\nabla V-(\nabla V\cdot\boldsymbol\tau_i)\boldsymbol\tau_i\big]
+(\mathbf F_i^{\rm spring}\cdot\boldsymbol\tau_i)\boldsymbol\tau_i . \tag{5}$$

This is the nudged elastic band force. Its two terms are perpendicular, so their sum vanishes only if each vanishes separately. One balance has become two independent conditions.

To read the spring condition, write $\mathbf a=\mathbf R_{i+1}-\mathbf R_i$ and $\mathbf b=\mathbf R_i-\mathbf R_{i-1}$. Then $\mathbf F_i^{\rm spring}=k(\mathbf a-\mathbf b)$ and $\boldsymbol\tau_i=(\mathbf a+\mathbf b)/|\mathbf a+\mathbf b|$, so

$$\mathbf F_i^{\rm spring}\cdot\boldsymbol\tau_i
=k\frac{(\mathbf a-\mathbf b)\cdot(\mathbf a+\mathbf b)}{|\mathbf a+\mathbf b|}
=k\frac{|\mathbf a|^2-|\mathbf b|^2}{|\mathbf a+\mathbf b|}.$$

The cross terms cancel. The expression vanishes when $|\mathbf a|=|\mathbf b|$, that is, when the spacing is equal. No potential force along the path is left to upset it, so the sliding is gone.

The other condition says that $\nabla V$ has no component normal to $\boldsymbol\tau_i$. This is the definition of the minimum-energy path, up to the error of the tangent estimate. No spring force across the path is left to upset it, so the corner cutting is gone. The value of $k$ enters neither condition; it affects how the band relaxes, not where it comes to rest.

The force (5) is not $-\nabla S$. Convergence must therefore be judged by the projected forces, not by a falling value of $S$.

## A path known in advance

Consider a model in polar coordinates, in atomic units:

$$V=\frac K2(r-r_0)^2+B\cos^2\varphi,$$

with $r_0=2$ bohr, $K=0.2$ hartree/bohr² and $B=0.020$ hartree (0.544 eV). On $r=r_0$ the radial derivative is zero, so the gradient is tangential. The minimum-energy path is thus a semicircle of curvature $1/r_0$, with minima at $\varphi=\pm90^\circ$ and the saddle at $\varphi=0$.

Bands of 12 segments with $k=0.1$ hartree/bohr² were relaxed with each combination of full and projected forces. The inward shift is that of the image nearest the saddle.

| Projected force | Inward shift (bohr) | Spacing (bohr) | Highest image energy (hartree) |
|---|---:|---:|---:|
| none | 0.131 | 0.321–0.731 | 0.02171 |
| spring | 0.000 | 0.358–0.715 | 0.02000 |
| potential | 0.067 | 0.508 | 0.02044 |
| both | 0.000 | 0.522 | 0.02000 |

The two middle rows separate the causes. Projecting the springs alone puts the top image on the path but leaves the uneven spacing. Projecting the potential alone makes the spacing equal but leaves the band inside the bend.

For the plain band, (2) predicts

$$d\simeq\frac{0.1\times0.7313^2}{2\times0.2}=0.134\ \text{bohr},$$

about 2% above the measured 0.131 bohr. The energy cost is $0.2\times0.1307^2/2=0.0017$ hartree, so the highest image overestimates the barrier by about 9%. In a valley ten times stiffer, the measured shift is 0.01310 bohr and the law gives 0.01314 bohr, as expected of a leading-order result.

The table also shows one fault feeding the other. Sliding stretches the springs at the top from 0.508 to 0.731 bohr. Since the shift grows as $\ell^2$, (2) predicts an increase by a factor $(0.731/0.508)^2\simeq2.1$. The measured shift grows from 0.067 to 0.131 bohr, a factor of about 2.0.

Relation (3) was tested on a finer band of 48 segments. To keep $k\ell^2$ unchanged with four times as many segments, $k$ was raised sixteenfold to 1.6 hartree/bohr². Along this band $k\ell^2/2$ varies by 0.0217 hartree, while $k\ell^2/2-V$ varies by 0.00012 hartree, or 0.6% of the barrier.

## More images, and softer springs

For this model the limit (4) is $2\times0.02/(2\times0.2)=0.100$ bohr. Doubling the number of segments to 24 at fixed $k=0.1$ hartree/bohr² reduces the shift from 0.131 to 0.102 bohr. The shift levels off close to this leading-order limit instead of falling towards zero.

Now return to 12 segments and lower $k$ to 0.002 hartree/bohr². On the valley floor $s=r_0\varphi$, and differentiating $B\cos^2(s/r_0)$ twice gives

$$V''=-\frac{2B}{r_0^2}\cos2\varphi .$$

The downward curvature at the saddle is 0.010 hartree/bohr², larger than $2k=0.004$ hartree/bohr². The condition $V''+2k\ge0$ requires $\cos2\varphi\le0.4$, so images on the valley floor are excluded within $33.2^\circ$ of the saddle.

The relaxed plain band goes much further than this condition demands. All its images lie at $\varphi=\pm90^\circ$ to the printed precision, and one spring 3.92 bohr long runs straight across the bend. The band has slid off the saddle and cut the whole corner. Its highest image energy is 0.00015 hartree, less than 1% of the barrier. That small energy comes from the long spring pulling nearby images slightly inward from the minima.

With both projections, the same weak springs give a highest image energy of 0.02000 hartree. The image positions were tested to agree with those for $k=0.1$ hartree/bohr² within $10^{-6}$ bohr.

## What projection leaves undone

**The saddle may fall between images.** With 11 segments, equal spacing puts the two highest images at $\varphi=\pm90^\circ/11=\pm8.2^\circ$. Their energy is $0.02\cos^2(8.2^\circ)=0.0196$ hartree, 2% below the barrier. The remedy is to free one image $c$ from its springs and reverse its potential force along the path:

$$\mathbf F_c=-\nabla V+2(\nabla V\cdot\boldsymbol\tau_c)\boldsymbol\tau_c .$$

The normal part still points down into the valley, while the tangential part now points uphill. Both vanish only where $\nabla V=0$. In the test this climbing image reached the saddle, with energy 0.02000 hartree.

**The tangent is an estimate.** On a circle with equal spacing, the two neighbours lie symmetrically about the radius through the image. The estimated tangent is then exact, which favours the semicircular model. On a general path, take the image as origin and its true tangent as the $s$ axis. The path is locally $y=\kappa s^2/2+\kappa's^3/6$, with $\kappa'=d\kappa/ds$. For neighbours at $s=\pm\ell$ the quadratic terms cancel, and the estimated tangent is tilted by

$$\delta\theta\simeq\frac{y(\ell)-y(-\ell)}{2\ell}=\frac{\kappa'\ell^2}{6}.$$

The tilted normal picks up a part $\delta\theta\,dV/ds$ of the gradient along the path. The transverse force $Kd$ must balance it, so in a stiff valley

$$|d|\simeq\frac{|\kappa'|\,\ell^2}{6K}\left|\frac{dV}{ds}\right| .$$

Halving the spacing should reduce the error about fourfold. This was tested by replacing $r_0$ in the potential with $r_0+c\cos2\varphi$, where $c=0.2$ bohr, and comparing the band with a path obtained by steepest descent from the saddle. The largest error was $3.5\times10^{-4}$ bohr with 12 segments and $9.4\times10^{-5}$ bohr with 24, a ratio of 3.75.

**The valley must hold the images.** A sideways displacement $\eta$ of one neighbour tilts the tangent by about $\eta/2\ell$. This feeds a force of about $(\eta/2\ell)|dV/ds|$ into the normal direction, to be compared with the restoring force $K\eta$. If $|dV/ds|\ll2K\ell$, the valley easily corrects even such an irregular displacement. This condition is sufficient, not necessary: a displacement that varies smoothly along the band tilts the tangent by about $d\eta/ds$, which does not grow as $\ell$ falls. In the semicircular model the steepest slope is $B/r_0=0.01$ hartree/bohr, while $2K\ell\simeq0.21$ hartree/bohr for the fully projected band of 12 segments. The margin shrinks as images are added, because $\ell$ falls while the slope stays the same. Refining the band reduces the tangent error but makes the tangent more sensitive to sideways displacements that are irregular from image to image.

The numerical output below gives the values for all the bands discussed.

## Computed values

```
valley radius r0 = 2.0 bohr
transverse force constant K = 0.2 hartree/bohr^2
barrier B = 0.020 hartree = 0.544 eV
standard spring constant k = 0.100 hartree/bohr^2
Bands of 12 segments, standard springs:
 plain: inward shift at top = 0.1307 bohr
   smallest, largest spacing = 0.3212, 0.7313 bohr
   highest image energy = 0.02171 hartree
 springs projected only: inward shift at top = 0.0000 bohr
   smallest, largest spacing = 0.3576, 0.7154 bohr
   highest image energy = 0.02000 hartree
 potential projected only: inward shift at top = 0.0666 bohr
   smallest, largest spacing = 0.5076, 0.5076 bohr
   highest image energy = 0.02044 hartree
 both projected: inward shift at top = 0.0000 bohr
   smallest, largest spacing = 0.5221, 0.5221 bohr
   highest image energy = 0.02000 hartree
plain band, spacing beside top image = 0.7313 bohr
plain band, shift from leading-order law = 0.1337 bohr
plain band, energy excess at top = 0.00171 hartree
stiffer valley, K = 2.0 hartree/bohr^2:
  measured shift, law = 0.01310, 0.01314 bohr
smooth band: 48 segments, k = 1.6 hartree/bohr^2
  variation of k*spacing^2/2 = 0.021701 hartree
  variation of k*spacing^2/2 - V = 0.000120 hartree
plain band, 24 segments, standard k: shift = 0.1016 bohr
  leading-order floor of the shift = 0.1000 bohr
soft springs, k = 0.002 hartree/bohr^2, 12 segments:
  downward curvature at saddle = 0.0100 hartree/bohr^2
  half-angle of forbidden zone = 33.2 degrees
  plain band: nearest image to saddle at 90.0 degrees
  plain band: largest |x| of any image = 1.8e-16 bohr
  plain band: largest gap = 3.922 bohr
  plain band: highest image energy = 0.000151 hartree
  projected band: highest energy = 0.02000 hartree
projected band, 11 segments:
  highest energy without climbing = 0.01959 hartree
  highest energy with climbing = 0.02000 hartree
skewed valley, c = 0.2 bohr, projected band:
  largest path error, 12 segments = 3.519e-04 bohr
  largest path error, 24 segments = 9.394e-05 bohr
  error ratio = 3.75 (dimensionless)
```
